# Does a Positive Electrode in a Plasma Form an Electron Sheath?

**Q:** I have an argon plasma in a grounded metal chamber, and I bias a metal disc inside it to +40 V. The disc is positive, so it attracts electrons and repels ions. It must therefore be covered by an electron sheath, whatever its size.

**A:** Positive with respect to what?

**Q:** The grounded wall.

**A:** The sheath responds to a different difference, the one between the disc and the plasma beside it. Call the disc bias $V_E$ and the plasma potential $V_p$, both measured from the wall. An electron sheath needs $V_E>V_p$. You set $V_E$, but $V_p$ adjusts until the plasma loses electrons and ions at equal rates.

**Q:** Then let us find $V_p$. What do we need?

**A:** The particle fluxes to a surface. I assume a steady plasma with singly charged cold ions of mass $M$, Maxwellian electrons of mass $m$ and temperature $T$ in energy units, and one density $n_0$ outside all presheaths. There is no magnetic field, no electron emission, and no current path besides disc and wall.

Electrons that must climb a barrier $U\ge 0$ need a normal velocity above $v_U$, where $mv_U^2/2=U$. Their flux is

$$\Gamma_e=n_0\sqrt{\frac{m}{2\pi T}}\int_{v_U}^{\infty}v\,e^{-mv^2/2T}dv .$$

The integral equals $(T/m)\exp(-U/T)$, so

$$\Gamma_e=\Gamma_r\exp(-U/T),\qquad \Gamma_r=n_0\sqrt{\frac{T}{2\pi m}} .$$

With no barrier, the surface receives the random flux $\Gamma_r$.

**Q:** And the ions? They are cold, so their random flux is nearly zero.

**A:** The presheath accelerates them. Let the potential fall by $\varphi T/e$ from the bulk. Quasineutrality and Boltzmann electrons give $n=n_0\exp(-\varphi)$. Energy conservation gives $u=c_s\sqrt{2\varphi}$, with $c_s=\sqrt{T/M}$. Hence

$$nu=n_0c_s\sqrt{2\varphi}\,\exp(-\varphi),\qquad \frac{d\ln(nu)}{d\varphi}=\frac{1}{2\varphi}-1 .$$

The flux density peaks at $\varphi=1/2$, where $u=c_s$. A converging quasineutral flow cannot pass this point, so the sheath starts there:

$$\Gamma_i=h\,n_0c_s,\qquad h=\exp(-1/2)\approx0.607 .$$

**Q:** Could a positive sheath start earlier, with slower ions?

**A:** No. Let ions enter with speed $u_0$, and let the potential fall by a further small amount $\chi T/e$. The ion density becomes $n_s(1+2\chi c_s^2/u_0^2)^{-1/2}\approx n_s(1-\chi c_s^2/u_0^2)$, and the electron density $n_s(1-\chi)$. Positive space charge requires $u_0\ge c_s$, the Bohm criterion. At equality the next order decides: ions have $+3\chi^2/2$ and electrons $+\chi^2/2$, so the charge is still positive.

**Q:** Now assume my electron sheath exists and balance the losses.

**A:** The disc, of collecting area $A_E$, takes the full random electron flux and no ions. The wall, of area $A_W$, takes ions and those electrons that climb $eV_p$. Equal losses mean

$$A_W\Gamma_i=A_W\Gamma_r\exp(-eV_p/T)+A_E\Gamma_r .$$

Divide by $A_W\Gamma_r$ and define $a=A_E/A_W$ and

$$\mu=\frac{\Gamma_i}{\Gamma_r}=h\sqrt{\frac{2\pi m}{M}} .$$

Then

$$\mu=\exp(-eV_p/T)+a\quad\Rightarrow\quad V_p=-\frac{T}{e}\ln(\mu-a).$$

The assumption must be consistent with $V_p<V_E$, which means $\exp(-eV_p/T)>\exp(-eV_E/T)$. Since the left side is $\mu-a$,

$$a<\mu-\exp(-eV_E/T).$$

For argon $\sqrt{m/M}=0.00371$, so $\mu\approx0.607\times2.507\times0.00371\approx0.0056$. Even at high bias, the disc must have less than about 0.56 percent of the wall area.

**Q:** Why can a stronger supply not simply pull more electrons?

**A:** Every electron the disc removes must be matched by an ion leaving to the wall. Multiply the balance by $e$ and rearrange:

$$eA_E\Gamma_r=eA_W\left[\Gamma_i-\Gamma_r\exp(-eV_p/T)\right]<eA_W\Gamma_i .$$

The right side is the ion saturation current of the wall. At fixed density and temperature, raising the supply voltage does not increase it. If the disc would draw more than this, the plasma charges up until some electrons are held back.

**Q:** Give me numbers for a chamber.

**A:** Take rough values: $T=3$ eV, density $10^{10}$ cm$^{-3}$, argon at 1 mTorr, and a cylinder 30 cm in diameter and 30 cm long. Its wall area is 4241 cm². The discs collect on one side, and I hold density and temperature fixed when changing their size. The ion current density at the wall is 0.2616 mA/cm², so the wall can return 1.109 A. The random electron current density is 46.43 mA/cm².

A 3 cm disc has 7.07 cm², or $a=0.00167$. It draws $7.07\times46.43\approx328$ mA, which the wall can return. The plasma potential is

$$V_p=-3\ln(0.00563-0.00167)\ \text{V}\approx16.6\ \text{V}.$$

At +40 V this disc is 23.4 V above the plasma, so here your electron sheath is consistent. The largest such disc in this model has a diameter of 5.5 cm.

**Q:** So a 3 cm disc has an electron sheath whenever it is positive?

**A:** Try +10 V. Without any disc, $a=0$ and the plasma floats at $(T/e)\ln(1/\mu)=15.5$ V. For $V_E$ below this value, the right side of our inequality is negative and no area satisfies it. We need the other balance, with ions reaching both surfaces and electrons facing a barrier at both:

$$(A_W+A_E)\Gamma_i=A_W\Gamma_r e^{-eV_p/T}+A_E\Gamma_r e^{-e(V_p-V_E)/T}.$$

Dividing by $A_W\Gamma_r$ and factoring out $\exp(-eV_p/T)$ gives

$$\mu(1+a)=e^{-eV_p/T}\left[1+a\,e^{eV_E/T}\right],$$

$$V_p=\frac{T}{e}\ln\frac{1+a\exp(eV_E/T)}{\mu(1+a)} .$$

For the 3 cm disc at +10 V this is 15.7 V. The disc is positive to the wall, yet 5.7 V negative to the plasma, and it has an ion sheath.

**Q:** And a large disc at +40 V?

**A:** A 10 cm disc has $a=0.0185$. At full random flux it would draw 3.65 A, more than three times what the wall can return. In the ion-sheath balance, $\exp(-eV_E/T)$ is negligible at this bias, so the fraction of the random flux that reaches the disc is

$$y=e^{-e(V_p-V_E)/T}\approx\frac{\mu(1+a)}{a}\approx\frac{0.00563\times1.0185}{0.0185}\approx0.31 .$$

Thus $V_p-V_E\approx-3\ln0.31\approx3.5$ V, and the plasma sits at 43.5 V. Raising the disc has raised the plasma with it. The net disc current is 1.109 A, the wall saturation value to the digits given, because almost no electrons now reach the wall.

**Q:** Then the rule is an electron sheath below 0.56 percent and an ion sheath above it.

**A:** Not quite. The ion sheath needs its presheath drop, $V_p-V_E\ge T/2e$, which means $y\le h$. Write $\epsilon=\exp(-eV_E/T)$, so that $\exp(-eV_p/T)=y\epsilon$. The balance becomes

$$\mu(1+a)=y(\epsilon+a)\le h(\epsilon+a).$$

Collecting the terms in $a$ gives $\mu-h\epsilon\le a(h-\mu)$, and since $h>\mu$,

$$a\ge\frac{\mu-h\epsilon}{h-\mu} .$$

At +40 V the limit is 0.94 percent. Between 0.56 and 0.94 percent neither simple sheath balances the currents.

**Q:** What does a disc in that gap do?

**A:** Take 6 cm, with $a=0.00667$. An electron sheath would draw $28.27\times46.43\approx1313$ mA, above the 1109 mA available. An ion sheath would need $y\approx0.85$, a drop of about 0.5 V instead of the required 1.5 V.

One possibility is a potential dip in front of the disc that turns some electrons back. If it presents a barrier $D$ and passes no ions to the disc, then

$$\mu=e^{-eV_p/T}+a\,e^{-D/T}\quad\Rightarrow\quad D>T\ln(a/\mu),$$

because the first term on the right is positive. Here $D$ must exceed 0.5 eV. The disc may then stay above the plasma. The same balance can be written for larger discs, so the area limit applies to a monotonic electron sheath and does not forbid every electrode above the plasma potential. Current balance alone does not show whether a dip is stable or how ions that fall into it escape.

**Q:** How far can I trust 0.56 percent itself?

**A:** It depends on the two flux models. First, I let electrons enter the electron sheath as a half-Maxwellian. Suppose instead that they drift in as an isothermal fluid through a presheath of their own, where ions of temperature $T_i$ are repelled and follow $n=n_0\exp(-e\Phi/T_i)$. Here $\Phi$ is the local potential relative to the bulk, so $e\Phi'=-T_in'/n$. The electron momentum equation becomes

$$muu'=e\Phi'-T\frac{n'}{n}=-(T+T_i)\frac{n'}{n},$$

which integrates to $n=n_0\exp[-mu^2/2(T+T_i)]$. The flux $nu$ peaks at $u=\sqrt{(T+T_i)/m}$ with the value $hn_0u$. Dividing $\Gamma_i$ by this flux gives a high-bias limit of $\sqrt{m/M}\sqrt{T/(T+T_i)}$, or 0.37 percent for $T_i=0.05$ eV.

**Q:** And the second?

**A:** The density at the wall. In a slab with ionization rate $\nu$ per electron and ion mean free path $\lambda$, ions created at rest obey

$$(nu)'=\nu n,\qquad (nu^2+nc_s^2)'=-nu^2/\lambda .$$

Without friction, $nu^2+nc_s^2$ keeps its central value $n_cc_s^2$, so $n=n_c/2$ where $u=c_s$. With a rough cross section of $10^{-14}$ cm², $\lambda$ is 3.1 cm. Integrating over a half-width of 15 cm, with $\nu$ adjusted to fit, gives an edge density of $0.34\,n_c$. For a disc at the centre, and with this edge density along the whole wall, 0.34 replaces $h$ in $\mu$, and the limit falls to 0.32 percent. Both changes together give 0.21 percent. These values come from a fluid in which all ions at a point share one speed. A kinetic treatment with the same $\lambda$ gives a wall flux near $0.30\,n_cc_s$, which moves the two limits to about 0.28 and 0.18 percent. In the real cylinder the density also falls along the wall towards the corners, so the wall returns fewer ions and both limits are lower still, by an amount the slab cannot give.

**Q:** Does my 3 cm disc survive that?

**A:** Not with certainty. The combined limit leaves little room, and the sheath also enlarges the disc's collecting area. For electrons entering slowly, Poisson's equation is $V''=J/(\varepsilon_0\sqrt{2eV/m})$, with $J$ the current density and $V$ measured from the sheath edge. Multiplying by $V'$ and integrating from zero field gives

$$V'^2=\frac{4J}{\varepsilon_0}\sqrt{\frac{m}{2e}}\,V^{1/2}.$$

Taking the root and integrating again gives $\tfrac43V^{3/4}=2\sqrt{J/\varepsilon_0}\,(m/2e)^{1/4}s$, or

$$s^2=\frac{4\varepsilon_0}{9J}\sqrt{\frac{2e}{m}}\,V^{3/2}.$$

For 23.4 V, $s\approx0.75$ mm. This is a low estimate, because the electrons really enter with thermal energy, which thickens the sheath by a few tenths of a millimetre. These thicknesses belong to the uniform-density model. With drift and density drop the plasma potential is higher and the current density larger, so the sheath is somewhat thinner. Either way a rim of 0.5 to 0.75 mm on the 15 mm radius raises the area ratio from 0.167 to about 0.18 percent. That is just below the fluid value of 0.21 percent and about equal to the kinetic value. The lower density towards the corners probably removes what margin is left, so choose a smaller disc.

**Q:** Could ionization inside the sheath spoil the picture?

**A:** At equal energy an ion moves slower than an electron by $\sqrt{m/M}$. Ions would therefore match the electron space charge at roughly 0.0037 ions per electron. With a rough ionization cross section of $10^{-16}$ cm², each electron makes about 0.00024 ions while crossing 0.75 mm, less than 7 percent of that value. The somewhat thicker real sheath raises this share only to about a tenth.

**Q:** What should I carry over to a real reactor?

**A:** The example uses rough plasma values for a low-pressure argon reactor. The electron temperature was chosen, not derived from an ionization balance, and the floating potential scales with it, so use a measured value for your own chamber. Of the two flux assumptions, uniform density matters more here: in the slab estimate, dropping it lowers the limit for a central electrode from 0.56 to 0.32 percent, against 0.37 percent for electron drift, and the real cylinder lies lower still. In the slab fluid this ranking depends on the rough cross section, and at half its value the two effects are about equal. At higher pressure, friction reduces the wall density further and the limit falls again. Secondary emission acts the other way. With a rough yield of 0.1 electron per ion, and if the emitted electrons stay in the plasma, each ion counts as 1.1 charges at the wall, and the uniform-density limit rises to 0.62 percent. Emitted electrons that cross straight to the opposite wall do not help, so the true rise is smaller. An insulating film also matters: a covered patch floats and carries no net dc current, so $A_W$ should count the bare conducting wall. With uniform ion flux, covering half the wall halves the allowed disc area; if the film covers the places of highest ion flux, the allowed area falls further.

For an unmagnetized argon plasma near 1 mTorr in a chamber of about this size, with no other current path, I would therefore keep a disc meant to have an electron sheath at or below about 0.1 percent of the bare wall area, and bias it above the plasma potential, not merely above ground. The numerical output below lists the values for all three discs.

## Values computed for the example and the checks

```
Argon mass: 39.948 u
Electron temperature: 3 eV
Ion temperature: 0.05 eV
Plasma density: 1e+10 cm^-3
Gas pressure: 1 mTorr
Gas temperature: 300 K
Chamber diameter: 30 cm
Chamber length: 30 cm
Grounded wall area: 4241 cm^2
Electrode bias: 40 V
Ion sound speed: 2.692 km/s
Ion current density at wall: 0.2616 mA/cm^2
Random electron current density: 46.43 mA/cm^2
High-bias electron-sheath area limit mu: 0.5634 percent
Same limit at the chosen bias: 0.5632 percent
Ion-sheath lower area limit at this bias: 0.9374 percent
Floating plasma potential, no electrode: 15.54 V
Floating plasma potential over Te/e: 5.179
Largest disc with electron sheath, diameter: 5.515 cm
Disc 3 cm: area 7.07 cm^2, ratio 0.167 percent
Disc 6 cm: area 28.27 cm^2, ratio 0.667 percent
Disc 10 cm: area 78.54 cm^2, ratio 1.852 percent
Wall ion saturation current: 1.109 A
3 cm disc, plasma potential: 16.59 V
3 cm disc, electrode minus plasma: 23.41 V
3 cm disc, current: 0.3282 A
6 cm disc, least dip for electrons: 0.505 eV
10 cm disc, plasma potential: 43.52 V
10 cm disc, plasma minus electrode: 3.515 V
10 cm disc, net current: 1.109 A
10 cm disc, current if random flux were drawn: 3.647 A
Low bias tried on 3 cm disc: 10 V
3 cm disc at low bias, plasma potential: 15.67 V
Area limit with drifting electron fluid: 0.368 percent
Ion-neutral cross section, rough: 1e-14 cm^2
Ion mean free path: 3.1 cm
Slab edge/centre density: 0.34
Area limit for a central electrode: 0.32 percent
Limit with drift and density drop: 0.21 percent
Secondary electrons per ion, rough: 0.1
Area limit with secondary emission: 0.62 percent
Electron sheath thickness, 3 cm disc: 0.75 mm
3 cm disc ratio with sheath edge: 0.18 percent
Ionization cross section, rough: 1e-16 cm^2
Ions made per electron in sheath: 0.00024
Square root of electron/ion mass ratio: 0.00371
```
